Why the Perdew-Zunger correction of Bloch orbitals vanishes in a crystal

**One electron spread evenly over a cube**

Take one electron whose density is the same everywhere in a cube of edge L,

n = 1/L³.

In a mean-field theory this electron repels its own density. The energy of that repulsion is a charge squared divided by a length, and the only length present is L, so it must be proportional to 1/L. Local exchange is proportional to ∫n^{4/3}, which here is L³ · L⁻⁴ = 1/L. Spreading the electron over a larger cube therefore removes its self-interaction, and any correction built from that self-interaction disappears with it.

To attach numbers, use Hartree atomic units: lengths in bohr, energies in hartree. Let the cube be periodic, and let two points interact through 1/s, where s is the distance to the nearest periodic image. Seen from any point, the charge then fills a cube centred on that point, and the potential is the same everywhere:

L⁻³ ∫_cube d³s / s = φ₀/L, with φ₀ = ∫_unit cube d³s / s = 2.380.

The factor L² from rescaling the integral has been combined with L⁻³. The Hartree energy contains a factor 1/2, because each pair is counted twice:

E_H = φ₀/(2L) = 1.190/L.

For exchange, start from the unpolarized local form −(3/4)(3/π)^{1/3}∫n^{4/3}. A single electron has one spin, and the exact spin relation E_x[n,0] = ½E_x[2n] multiplies this by ½ · 2^{4/3} = 2^{1/3}. Hence

E_x[n,0] = −C_x ∫n^{4/3} d³r, C_x = (3/4)(6/π)^{1/3} = 0.9305,

which is −0.9305/L for the flat density. Correlation, treated below, tends to −0.5205/L for large L in the Perdew-Zunger parametrization; this constant depends on the parametrization. The sum is about −0.26/L. The size of this prefactor depends on the shape of the orbital and on the boundary conditions; the power of L is the robust part.

**From the estimate to a crystal**

The Perdew-Zunger functional, built on the local spin-density approximation (LSDA), subtracts the self-interaction of each occupied orbital φᵢ:

E_PZ = E_LSDA − Σᵢ Sᵢ,

Sᵢ = E_H[nᵢ] + E_xc[nᵢ,0], nᵢ = |φᵢ|².

For one electron the exact Hartree and exchange-correlation energies cancel, so a nonzero Sᵢ is an error of the approximation. The correction per orbital is −Sᵢ.

A Bloch orbital extends over the whole crystal, so the estimate suggests that its correction vanishes. Two points need more care. First, a crystal of N cells has N orbitals in a filled band of one spin. If each contributes a constant times 1/L, the total can grow as L³ · L⁻¹ = L². What vanishes is the correction per cell. Second, a small energy does not by itself imply a small derivative, and stationarity concerns derivatives.

The statement to be shown is this: if LSDA has a stationary solution with Bloch orbitals, the same orbitals are a stationary solution of the Perdew-Zunger functional in the limit of an infinite crystal, and their energy per cell is the LSDA energy. It does not say that they give the lowest energy.

**Smoothly stretched orbitals**

Let an isolated orbital keep its shape while its size L grows: n(r) = L⁻³f(r/L), with ∫f = 1. Substituting r = Ls gives

E_H = ½ ∬ L⁻⁶ f(s)f(s′) · L⁶ d³s d³s′ / (L|s − s′|) = constant/L,

E_x = −C_x L⁻⁴ · L³ ∫f^{4/3} d³s = −constant/L.

Correlation is not a pure power of the density. For a fully polarized gas with r_s ≥ 1, the Perdew-Zunger parametrization of the energy per electron is

e_c = γ/D, D = 1 + β₁√r_s + β₂r_s,

with γ = −0.0843 hartree, β₁ = 1.3981, β₂ = 0.2611 and r_s = (3/(4πn))^{1/3}. For bounded f the peak density falls as L⁻³, so this low-density form eventually applies at every point. Since D > β₂r_s and 1/r_s = (4πn/3)^{1/3},

|E_c| = ∫n|e_c| ≤ C_c ∫n^{4/3}, C_c = (|γ|/β₂)(4π/3)^{1/3} = 0.5205.

This is again at most a constant over L. The bound is approached slowly, because the first neglected term in D is smaller than the leading one only by the factor (β₁/β₂)/√r_s = 5.35/√r_s.

A Gaussian orbital exp(−αr²) with α = 0.15 bohr⁻² shows the difference. Doubling its width multiplies the Hartree and exchange energies by 0.500, but the correlation energy by 0.701.

**The energy of a Bloch orbital**

A Bloch orbital is not a stretched smooth cloud. It repeats the structure of the unit cell however large the crystal becomes. Consider a cubic crystal with lattice constant a, M cells along each edge, N = M³ and L = Ma, with periodic boundary conditions on the whole crystal. Normalization over all N cells gives

n_k(r) = g_k(r)/N, ∫_cell g_k d³r = 1,

where g_k has the lattice period. I assume that the g_k are smooth and stay bounded, uniformly in k, as M grows. The length L belongs to the whole periodic crystal, not to the unit cell.

The exchange energy is N equal cell integrals:

E_x = −C_x · N · N^{−4/3} ∫_cell g_k^{4/3} d³r = −C_x κ_k/L,

κ_k = a ∫_cell g_k^{4/3} d³r.

The last step uses N^{−1/3} = 1/M = a/L. The clumping factor κ_k is at least 1: the mean of g_k over the cell is a⁻³, the function x^{4/3} is convex, and so the cell integral is at least a³ · (a⁻³)^{4/3} = 1/a. Clumping changes the prefactor but not the power. In the same way |E_c| ≤ C_cκ_k/L.

For the Hartree energy, split the density into its mean 1/L³ and a ripple g̃/N, where g̃ has zero average over a cell. The mean gives φ₀/(2L), as for the flat density. The cross terms vanish, because the mean produces a constant potential and the ripple has no net charge.

To bound the ripple's own energy, write g̃ = ∇²χ with χ periodic. This is possible because g̃ has no constant Fourier component. Apply Green's identity in the cube centred on the point r:

∫_cube ∇²χ / s d³s = −4πχ(r) + ∮[(∂χ/∂n)/s − χ ∂(1/s)/∂n] dA.

On opposite faces χ has equal gradients, the outward normals are opposite and 1/s is equal, so the first surface term cancels. In the second, ∂(1/s)/∂n has one sign over the cube and integrates to −4π. The ripple potential is therefore at most 8π max|χ|/N in magnitude. The absolute charge ∫|g̃|/N is at most 2, so with the factor ½ the ripple energy is at most 8π max|χ|/N, which is of order 1/L³.

Collecting the parts,

S_k = φ₀/(2L) − C_xκ_k/L + E_c + O(1/L³), |E_c| ≤ C_cκ_k/L.

As L → ∞ the correlation bound is reached and

L S_k → φ₀/2 − (C_x + C_c)κ_k.

For a filled band the correction per cell is the average of −S_k over k. It vanishes as 1/L in the limit, and at finite size it never exceeds a constant over L.

**The force on a Bloch orbital**

Now mix two orthonormal orbitals through an angle θ, with a phase α:

φᵢ → cosθ φᵢ + e^{iα} sinθ φⱼ,

φⱼ → cosθ φⱼ − e^{−iα} sinθ φᵢ.

At θ = 0 the density nᵢ changes at the rate 2Re(e^{iα}φᵢ*φⱼ), and nⱼ changes at the opposite rate. Define the self-potential vᵢ = δSᵢ/δnᵢ. If both orbitals are occupied,

d(Sᵢ + Sⱼ)/dθ = 2Re[e^{iα} ∫φᵢ*(vᵢ − vⱼ)φⱼ d³r].

If φⱼ is empty, only Sᵢ counts and vⱼ is absent.

The density of a Bloch orbital has the lattice period. The interaction depends only on separation, and exchange-correlation is local in the density, so v_k has the lattice period too. For different wavevectors k and k′ the integral is one cell integral multiplied by

Σ_R exp[i(k′ − k)·R] = 0.

Along an axis where k and k′ differ, this is a sum over equally spaced points of the unit circle, which cancels. Mixing different k therefore produces no first-order change, even in a finite crystal.

For equal k this argument gives nothing, and the size of v_k is needed:

v_k = φ₀/L + O(1/L³) − (4/3)C_x n_k^{1/3} + v_c.

The exchange term is of order 1/L because n_k^{1/3} = g_k^{1/3}/M. For correlation, v_c = d(n e_c)/dn = e_c − (r_s/3) de_c/dr_s. Inserting e_c = γ/D gives

v_c = (γ/D)[1 + (½β₁√r_s + β₂r_s)/(3D)].

The fraction is below 1/3, so |v_c| < (4/3)|γ|/(β₂r_s), which is also of order 1/L.

The constant φ₀/L exerts no force, since the two mixed orbitals are orthogonal. Let K/L bound the magnitude of the remaining part. The Cauchy-Schwarz inequality then bounds the force on φᵢ by 2K/L for any normalized change of shape at equal k, including mixing with any combination of empty bands. If all N wavevectors are varied together, there are N such terms, and their sum divided by N is still of order 1/L.

By assumption the derivative of E_LSDA is zero. Every first derivative of E_PZ per cell thus tends to zero, and the Bloch solution becomes stationary without any correction. If the periodic LSDA solution has a larger unit cell than the atomic lattice, as in an antiferromagnet, the argument applies with that larger cell. It was made for LSDA; a functional that depends on density gradients needs its own estimate, because the relative gradient of g_k/N does not become small.

**Comparison with a filled band**

The model is a simple cubic lattice with a = 6 bohr and a Gaussian exp(−αr²) on each site, where now α = 0.15 bohr⁻². Normalized Bloch sums of these Gaussians form one filled band of one spin. The orbitals are prescribed, not self-consistent, so the example examines the self-interaction terms and not the assumed LSDA stationarity. Averages over the band, in hartree, are:

M = 3, L = 18 bohr: E_H = 0.0676, E_x = −0.0651, E_c = −0.0111, S = −0.0086

M = 9, L = 54 bohr: E_H = 0.0221, E_x = −0.0218, E_c = −0.0055, S = −0.0052

M = 21, L = 126 bohr: E_H = 0.00945, E_x = −0.00933, E_c = −0.00297, S = −0.00285

The band-averaged clumping factor, read off from the exchange energy at M = 21, is κ = 1.263. The 1/L law then predicts the exchange energy at L = 54 bohr to be

−0.9305 × 1.263/54 = −0.0218 hartree,

as found. At L = 126 bohr the Hartree energy without ripple is 1.190/126 = 0.00944 hartree, and the computed total is 0.00945. The interaction on the grid is shifted so that its mean equals φ₀/L exactly, so the mean part agrees by construction and only the ripple is tested. The ripple's contribution to L·E_H falls from 0.00308 to 0.00057 hartree·bohr between M = 9 and M = 21. That is a factor 5.4, equal to (21/9)² and hence consistent with a ripple energy proportional to 1/L³.

The total S does not yet look like a clean 1/L law. From M = 3 to M = 21 the length grows by a factor 7, while |S| falls only by a factor 3. The table shows why: Hartree and exchange nearly cancel in this band, and what remains is mostly correlation, the part that approaches its power law slowly. The product L·S moves from −0.155 to −0.359 hartree·bohr, still far from its limit

1.190 − (0.9305 + 0.5205) × 1.263 = −0.643 hartree·bohr.

The orbital at k = 0, with its smaller κ = 1.132, can be followed much further if the Hartree ripple is neglected. Its L·S is −0.313 at M = 100, −0.436 at M = 10⁴ and −0.451 at M = 10⁶, against a limit of −0.453 hartree·bohr. The flat-density estimate of −0.26 has the right sign and order of magnitude. It cannot do better, because the near-cancellation makes the prefactor sensitive to clumping.

The forces behave as derived. For two Bloch orbitals of different k at M = 3, the largest slope of any energy part is 9 × 10⁻¹⁰ hartree per radian, which is zero within the error of the finite-difference step used for the slope. After mixing them by 0.4 rad the Hartree slope is 0.02 hartree per radian, so the zero belongs to the Bloch orbitals and not to the pair of functions in general.

At equal k = (2π/3a, 0, 0), mixing with an empty p_x-type band with phase e^{iα} = i gives a force of 0.00449 hartree per radian at M = 9 and 0.00205 at M = 21; with a real phase the force vanishes by symmetry. The power of L between these two sizes is −0.92. Exchange alone would give −1 here; the deviation must come from correlation and the Hartree ripple, whose shares were not separated.

**Stationary is not lowest**

The N Bloch orbitals of a filled band can be replaced by N Wannier orbitals, one per cell, through a unitary transformation. The total density and the kinetic energy are unchanged, and so is E_LSDA. The sum of the Sᵢ does change, because each Sᵢ depends on the density of one orbital. A Wannier orbital has a fixed size, so its self-interaction S_W stays finite as the crystal grows.

For the model band,

S_W = 0.2204 − 0.1886 − 0.0194 = 0.0124 hartree,

where a grid of nine points per cell edge puts the Hartree part 0.0001 hartree higher. These parts are for M = 9; at M = 3 the Hartree and exchange parts differ in the last digit, and the sum is again 0.0124 hartree. The corrections per cell are

Bloch orbitals, M = 21: +0.0028 hartree = +0.077 eV, tending to zero,

Wannier orbitals: −0.0124 hartree = −0.337 eV, staying finite.

Since E_LSDA is identical for the two sets, the Wannier set has the lower Perdew-Zunger energy. Whenever S_W is positive, as for this model band, a Bloch solution that is stationary in the infinite crystal is therefore not the minimum. If S_W were negative, this particular localized set would lie higher instead; the sign depends on the size of the orbital. Stretching all lengths of the model band by a factor 3 already makes S_W negative, because correlation falls more slowly than the nearly cancelling Hartree and exchange parts.

The same contrast matters for a polaron. An extra electron in an extended Bloch state gains nothing from the correction in a large crystal, while an electron localized within a fixed radius receives a finite one, counting only the term of its own orbital. Its sign depends on the radius: for a Gaussian orbital the correction lowers the energy below a root-mean-square radius of about 6.4 bohr and raises it beyond, where it opposes localization. Whether it localizes depends on how that correction, together with the relaxation of the lattice, compares with the kinetic energy needed for confinement. A calculation started from Bloch orbitals may not reveal the answer: in a large crystal the forces that would drive it away from them are zero or very small, whichever state is lower.

The numerical check evaluates the energies and slopes directly from the orbital densities.

Values computed for the example and the checks

```
lattice constant 6.0 bohr, Gaussian exponent 0.15 bohr^-2
C_x = 0.9305, C_c = 0.5205, phi0 = 2.3801 (hartree bohr)
gamma = -0.0843 hartree, beta1 = 1.3981, beta2 = 0.2611
Gaussian orbital: E_H, E_x, E_c in hartree
  compact: 0.2186 -0.1868 -0.0193
  twice as wide: 0.1093 -0.0934 -0.0136
  ratios wide/compact: 0.500 0.500 0.701
Bloch band average: M, L/bohr, E_H, E_x, E_c, S (hartree), L*S
   3    18 0.06764 -0.06513 -0.01112 -0.00861 -0.155
   9    54 0.02209 -0.02177 -0.00551 -0.00519 -0.280
  15    90 0.01323 -0.01306 -0.00382 -0.00365 -0.328
  21   126 0.00945 -0.00933 -0.00297 -0.00285 -0.359
band clumping factor kappa = 1.2634
limit of L*S for the band = -0.643 hartree bohr
Hartree ripple in L*E_H at M=9, 21: 0.00308, 0.00057 hartree bohr
k=0 orbital: kappa = 1.1324, limit L*S = -0.4530 hartree bohr
  M = 100: L*S = -0.3127 hartree bohr
  M = 10000: L*S = -0.4357 hartree bohr
  M = 1000000: L*S = -0.4513 hartree bohr
equal-k force dS/dangle (hartree) for M = 3, 9, 15, 21:
  1.151e-02 4.484e-03 2.802e-03 2.050e-03
  power of L between M=9 and M=21: -0.924
different k, M=3: largest slope at angle 0 = 8.9e-10 hartree
  Hartree slope at angle 0.4 rad = 0.0207 hartree
Wannier orbital: M, E_H, E_x, E_c, S (hartree)
  3 0.2203 -0.1885 -0.0194 0.0124
  9 0.2205 -0.1886 -0.0194 0.0124
PZ correction per cell, Bloch, M=21: 0.0028 hartree = 0.077 eV
PZ correction per cell, Wannier, M=9: -0.0124 hartree = -0.338 eV
```
